# Dissolving Tin-Oxygen Clusters and the Minus-One-Eighth Oxygen-Pressure Law, part 1

(Sections cited here and not found follow in the second part.)

## 1. The cluster equilibrium and its pressure exponent

### Result

In tin-doped indium oxide, a tin atom on an indium site is a donor. Two ionised donors can bind one doubly charged interstitial oxygen and form a neutral cluster. When the oxygen pressure is lowered, the cluster gives up its oxygen and dissolves:

$$(2\mathrm{Sn}^{\bullet}\,\mathrm{O}_i'')^{x}\;\rightleftharpoons\;2\,\mathrm{Sn}^{\bullet}+2e'+\tfrac12\mathrm{O}_2(\mathrm{gas}). \tag{1}$$

A dot denotes one positive charge relative to the perfect lattice, a prime one negative charge, and $x$ neutrality. Let $n$ be the electron density, $D$ the density of isolated ionised tins, $C$ the density of clusters, $S$ the total density of tin and $p$ the oxygen pressure. Let $\eta$ be the Fermi level, measured from the conduction-band edge and divided by $kT$.

**Theorem.** Under assumptions A1 to A6 below, at fixed temperature and fixed $S$, equilibrium (1) determines one electron density for each pressure, and

$$\frac{d\ln n}{d\ln p}=-\frac{1}{4+4\chi+\dfrac{2n}{S-n}},\qquad \chi=\frac{d\eta}{d\ln n}>1. \tag{2}$$

In the limit of non-degenerate electrons, $\chi\to1$, and few dissolved clusters, $n/S\to0$, this becomes the Frank-Köstlin law

$$n\propto p^{-1/8}. \tag{3}$$

Within the assumptions, the magnitude of the exponent is below $1/8$ at any non-zero density. The familiar power is therefore a limit, and a strongly conducting oxide need not lie near it.

### Assumptions

**A1. Equilibrium.** The solid exchanges oxygen with the gas, and tins released from a cluster can move apart. The gas is ideal.

**A2. Species.** All tin is either in neutral clusters or isolated and ionised. Partly dissolved clusters, free interstitial oxygen and other forms of tin are negligible.

**A3. Charge.** Isolated tins balance the electrons. Oxygen vacancies, holes and other charged defects are negligible.

**A4. Dilution.** Clusters and isolated tins occupy small fractions of their available positions, chosen independently.

**A5. Ideal carriers.** The electrons are independent fermions in a band whose density of states does not change with $n$. Apart from the binding inside the clusters, defects and electrons do not interact.

**A6. Fixed energies.** The energy and vibrational free energy of each species depend on temperature but not on $n$ or $p$.

A2 and A3 give the two balances

$$S=D+2C,\qquad n=D. \tag{4}$$

The factor 2 is the number of tins in a cluster. A cluster is neutral, so it does not enter the charge balance. Eliminating $D$ gives

$$C=\frac{S-n}{2}. \tag{5}$$

### Lemma 1: placement entropy

**Lemma 1.** Let a species of density $c$ be placed at random on positions of density $N$, with $c\ll N$. Its chemical potential is

$$\mu=g+kT\ln\frac{c}{N}, \tag{6}$$

where $g$ does not depend on $c$.

**Proof.** In a volume $V$ there are $M=NV$ positions and $m=cV$ defects. The number of placements is

$$W=\frac{M!}{m!\,(M-m)!}.$$

For large numbers, Stirling's formula $\ln m!\simeq m\ln m-m$ has the derivative $\ln m$. Hence

$$\frac{\partial\ln W}{\partial m}=-\ln m+\ln(M-m)=\ln\frac{M-m}{m}.$$

The free energy is $mg-kT\ln W$. Its derivative with respect to $m$ is

$$\mu=g-kT\ln\frac{M-m}{m}=g+kT\ln\frac{m}{M-m}.$$

For $m\ll M$ the denominator becomes $M$, which gives (6). ∎

Write $N_s$ for the density of cation sites and $N_C$ for the density of distinct cluster placements. Lemma 1 then gives

$$\mu_{\rm Sn}=g_{\rm Sn}+kT\ln\frac{D}{N_s},\qquad
\mu_C=g_C+kT\ln\frac{C}{N_C}. \tag{7}$$

In the fluorite-related lattice of indium oxide there is one empty oxygen site for every two cations, so the interstitial density is $N_i=N_s/2$. Each such site has four cation neighbours, and these contain $4\cdot3/2=6$ pairs. If a cluster consists of an interstitial and two of its neighbours, then $N_C=6N_i=3N_s$. The exponent does not depend on this factor, because a constant multiplying a density disappears on differentiation of its logarithm.

### Lemma 2: electron activity

**Lemma 2.** For independent electrons in a fixed band, $\chi>1$, and $\chi\to1$ in the non-degenerate limit.

**Proof.** Measure energy from the band edge in units of $kT$ and call it $\varepsilon$. With density of states $g(\varepsilon)$ per unit volume,

$$n=\int_0^\infty g(\varepsilon)f(\varepsilon)\,d\varepsilon,\qquad
f=\frac{1}{1+e^{\varepsilon-\eta}}. \tag{8}$$

Differentiating the occupation gives

$$\frac{\partial f}{\partial\eta}=\frac{e^{\varepsilon-\eta}}{(1+e^{\varepsilon-\eta})^2}=f(1-f).$$

Since $d\ln n=dn/n$,

$$\chi=\frac{n}{dn/d\eta}
=\frac{\int gf\,d\varepsilon}{\int gf(1-f)\,d\varepsilon}. \tag{9}$$

At finite temperature $0<f<1$, so the denominator is smaller than the numerator and $\chi>1$. As $\eta\to-\infty$, the occupation of every band state tends to zero, $1-f\to1$, and the ratio tends to one. ∎

The physical content is exclusion. In a dilute gas, adding electrons raises the chemical potential through $kT\ln n$. When low states are already filled, the same fractional increase in density requires a larger rise of the Fermi level.

For a parabolic band of isotropic mass $m$, Boltzmann occupation gives

$$n=2e^\eta\left[\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
e^{-\hbar^2k^2/(2mkT)}\right]^3 .$$

The exponent contains the thermal energy $kT$; elsewhere in the integral $k$ is the wave number. The Gaussian integral is $\sqrt{mkT/(2\pi\hbar^2)}$, and the prefactor 2 counts spin. Thus

$$n=N_c e^\eta,\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}. \tag{10}$$

The first departure from this limit follows from $f=e^{\eta-\varepsilon}-e^{2(\eta-\varepsilon)}+\ldots$. The factor $e^{-2\varepsilon}$ is a Boltzmann factor at half the temperature, and its integral is smaller by $2^{3/2}$. With $z=e^\eta$,

$$\frac{n}{N_c}=z-\frac{z^2}{2^{3/2}}+\ldots,\qquad
\frac{1}{N_c}\frac{dn}{d\eta}=z-\frac{2z^2}{2^{3/2}}+\ldots .$$

Their ratio, expanded to first order in $z\simeq n/N_c$, is

$$\chi=1+\frac{n}{2^{3/2}N_c}+\ldots . \tag{11}$$

In the opposite limit, states are filled up to $\eta\gg1$. Then $n\propto\eta^{3/2}$, so $\ln n=\tfrac32\ln\eta+\text{constant}$ and $\chi\simeq2\eta/3$. The local exponent then varies with density, and no single power law holds.

### Lemma 3: mass action

Define the electron activity, in units of density, as $a=N_ce^\eta$.

**Lemma 3.** Equilibrium (1) requires

$$\frac{D^2a^2p^{1/2}}{C}=K(T). \tag{12}$$

**Proof.** Let a small number $d\xi$ of clusters dissolve. Each loses one cluster, gains two tins and two electrons, and adds half an oxygen molecule to the gas. The free energy changes by

$$dG=\left(2\mu_{\rm Sn}+2\mu_e+\tfrac12\mu_{\rm O_2}-\mu_C\right)d\xi .$$

At the minimum the bracket vanishes. A common electrostatic potential cancels, because the charges released add to zero. The electron chemical potential is $\mu_e=E_c+kT\eta$, where $E_c$ is the band edge. For an ideal gas, $\mu_{\rm O_2}=\mu_{\rm O_2}^0+kT\ln(p/p_0)$. Inserting these and (7), and collecting the constants in

$$\Delta=2g_{\rm Sn}+2E_c+\tfrac12\mu_{\rm O_2}^0-g_C,$$

gives

$$\Delta+2kT\ln\frac{D}{N_s}+2kT\eta+\frac{kT}{2}\ln\frac{p}{p_0}
-kT\ln\frac{C}{N_C}=0. \tag{13}$$

Divide by $kT$, exponentiate, and use $e^{2\eta}=a^2/N_c^2$:

$$\frac{(D/N_s)^2(a/N_c)^2(p/p_0)^{1/2}}{C/N_C}=e^{-\Delta/kT}.$$

Moving the constant densities and $p_0$ to the right gives (12), with

$$K=\frac{N_s^2N_c^2}{N_C}\,p_0^{1/2}e^{-\Delta/kT}. \tag{14}$$

∎

The quantity $\Delta$ is the dissolution free energy at reference pressure $p_0$, with the placement entropies removed and the electrons placed at the band edge.

### Proof of the theorem

Insert $D=n$ and $C=(S-n)/2$ into the logarithm of (12):

$$2\ln n+2\ln a-\ln\frac{S-n}{2}+\frac12\ln p=\ln K. \tag{15}$$

As $n$ rises from 0 to $S$, the first three terms together rise continuously from $-\infty$ to $+\infty$. Each of them increases with $n$, so there is one solution at each pressure.

Now differentiate at fixed $T$ and $S$. Since $\ln a=\ln N_c+\eta$, its differential is $\chi\,d\ln n$. For the cluster term,

$$d\ln\frac{S-n}{2}=-\frac{dn}{S-n}
=-\frac{n}{S-n}\,d\ln n .$$

This term enters (15) with a minus sign and therefore contributes positively:

$$\left(2+2\chi+\frac{n}{S-n}\right)d\ln n
=-\frac12\,d\ln p . \tag{16}$$

Division by the bracket, followed by multiplication of numerator and denominator by 2, gives (2). Lemma 2 supplies $\chi>1$; the cluster term is also positive. The denominator in (2) therefore exceeds 8 and tends to 8 in the stated limit. ∎

### Meaning and limiting cases

For Boltzmann electrons $a=n$, and (12) reads

$$n^4p^{1/2}=K\,\frac{S-n}{2}. \tag{17}$$

Two tins and two electrons are released, and charge balance ties all four densities to $n$. They supply $n^4$. Half an oxygen molecule supplies $p^{1/2}$. If the cluster reservoir is nearly full, the right side is constant and

$$n=\left(\frac{KS}{2}\right)^{1/4}p^{-1/8}. \tag{18}$$

At fixed pressure and temperature this also predicts $n\propto S^{1/4}$, provided that $K$ does not change with tin content.

Near the limit, (11) and $n/(S-n)\simeq n/S$ turn the denominator of (2) into

$$8+\sqrt2\,\frac{n}{N_c}+\frac{2n}{S}, \tag{19}$$

because $4/2^{3/2}=\sqrt2$. The law thus needs both $n\ll N_c$ and $n\ll S$. The first condition is the more restrictive one when the tin density is much larger than $N_c$.

When half the tin is released and the electrons are still non-degenerate, $n/(S-n)=1$ and the exponent is $-1/10$. As the reservoir empties, $n\to S$ and the exponent tends to zero: the density saturates because no tin remains to be freed.

### A count without mass action

The exponent can be computed from probabilities for the number $X$ of dissolved clusters in a finite volume initially containing $M_0$ clusters. The weight of a given $X$ is

$$w_X=\binom{N_CV}{M_0-X}\binom{N_sV}{2X}
e^{-F_e(2X)/kT}e^{-X\Delta/kT}
\left(\frac{p}{p_0}\right)^{-X/2}, \tag{20}$$

where $F_e(2X)$ is the free energy of $2X$ electrons measured from the band edge. The binomials count placements, and the last factor accounts for the oxygen delivered to the gas. The mean electron number is $2\sum Xw_X/\sum w_X$.

For a Boltzmann test, take $M_0=200\,000$, $N_sV=N_cV=6\times10^8$ and $N_CV=1.8\times10^9$. Choose $\Delta$ so that the most probable state has 2000 dissolved clusters. Comparing the means at $\ln(p/p_0)=\pm0.2$ gives the exponent $-0.1247$. Formula (2), with $n/S=0.01$, gives

$$-\frac{1}{8+2(0.01/0.99)}=-0.1247.$$

With 100 000 dissolved clusters the sum gives $-0.1000$, in agreement with the half-dissolved value $-1/10$. These sums test the counting in the derivation. They do not test whether the assumed defects are the relevant ones in a material.

## 2. Conditions on the law and a worked example

The symbols carried over are the electron density $n$, isolated tin density $D$, cluster density $C$, total tin density $S$ and oxygen pressure $p$. The cation-site density is $N_s$, the interstitial-site density is $N_i=N_s/2$, and cluster placements have density $N_C=6N_i$. The Fermi level above the band edge is $kT\eta$, the electron activity is $a=N_ce^\eta$, and $\chi=d\eta/d\ln n$. For separated tins and ideal carriers,

$$\frac{D^2a^2p^{1/2}}{C}=K,\qquad
\frac{d\ln n}{d\ln p}=-\frac{1}{4+4\chi+2n/(S-n)}, \tag{21}$$

with $n=D$ and $C=(S-n)/2$. The exponent tends to $-1/8$ for $n\ll N_c$ and $n\ll S$.

### Proposition 1: tins that stay paired

**Proposition 1.** Suppose that oxygen can leave a cluster but its two tins remain together. With the other assumptions retained,

$$\frac{d\ln n}{d\ln p}
=-\frac{1}{2+4\chi+2n/(S-n)}, \tag{22}$$

which tends to $-1/6$.

**Proof.** Let $E$ be the density of pairs without oxygen. Each releases two electrons, so $n=2E$, while $C=S/2-E=(S-n)/2$. The configurations are choices of which fixed pairs have lost oxygen. By the counting in Lemma 1, this contributes $kT\ln(E/C)$ to the free-energy change of the reaction. Equilibrium is therefore

$$\frac{E\,a^2p^{1/2}}{C}=K_f,$$

where $K_f$ depends on temperature. Since $E\propto n$, differentiation gives

$$\left(1+2\chi+\frac{n}{S-n}\right)d\ln n=-\frac12\,d\ln p,$$

which is (22). ∎

One donor pair has one placement factor, whereas two separated donors have two. As a dilute limit, the power $-1/8$ therefore requires the tins to separate as well as the oxygen to leave. The converse does not hold for a local exponent: by (22), paired tins also pass through $-1/8$ when $\chi$ is close to $3/2$, so a measured slope of $-1/8$ does not by itself show that the tins separate. For Boltzmann electrons and few emptied pairs, $n^3p^{1/2}=K_fS$, so at fixed pressure $n\propto S^{1/3}$. Separated tins give $S^{1/4}$.

The sum over configurations distinguishes the two cases. With 200 000 fixed pairs, $N_cV=6\times10^8$ and 2000 emptied pairs in the most probable state, it gives $-0.1661$. Formula (22) gives $-1/6.020=-0.1661$.

For ideal carriers, the exponent of electron density against oxygen pressure tends to $-1/8$ in the dilute limit if the tins separate, and to $-1/6$ if they stay paired. What remains is to examine vacancies, free interstitials and Coulomb correlation, and to work through a numerical example and compare it with real films.
